Exact potential and continuous drain current of an undoped surrounding-gate transistor

**What goes wrong at the threshold**

Take an undoped semiconductor wire of radius 10 nm and length 1000 nm, wrapped by 2 nm of oxide and a gate. With 0.5 V on the gate and 1 V on the drain, the exponential law for weak conduction gives 98 nA. The square law for strong conduction gives 4.7 nA. The model from which both descend gives 41 nA. Switching from the first law to the second at any gate voltage would make the current jump, which the current of the model does not do. The cure is to solve the electrostatics once, for any charge, and integrate.

**Setting and conventions**

The source is at 0 V, the drain at Vds, the gate at Vg. The coordinate z runs from source to drain, r outward from the axis. The wire has radius R and permittivity ε_s; the oxide has thickness t and permittivity ε_ox, without fixed or interface charge. Mobile charge is electrons only, with Boltzmann statistics:

n = n_i exp[(ψ − V)/vt], vt = kT/e.

Here ψ is the electrostatic potential, zero where the intrinsic level lies at the source Fermi level. V is the electron quasi-Fermi potential. It is taken constant over each cross-section, because no current flows radially, and it rises from 0 at the source to Vds at the drain. The channel is long, so the axial part of Poisson's equation is dropped. The mobility μ is constant.

**The simple case: almost no charge**

If the electrons are too few to bend the potential, ψ is flat across wire and oxide and equals Vg − Vfb, where Vfb is the work-function difference between gate and intrinsic wire. The density is then uniform over the area πR².

The conventional current density along z is the sum of drift and diffusion, with D = μvt:

J = −eμn ∂ψ/∂z + eμvt ∂n/∂z.

From the density law, vt ∂n/∂z = n(∂ψ/∂z − dV/dz). The drift term cancels and

J = −eμn dV/dz.

The minus sign says that conventional current runs from drain to source. Counting the current I into the drain as positive, and integrating over the area,

I = πR² eμn dV/dz.

I does not depend on z, so integrating over the length L gives

I = (μπR²/L) e n_i ∫₀^Vds exp[(Vg − Vfb − V)/vt] dV
  = (μπR²/L) e n_i vt exp[(Vg − Vfb)/vt] [1 − exp(−Vds/vt)].

This is volume inversion: the whole section conducts, and the oxide thickness does not appear. The law fails once the charge screens the gate.

**Letting the charge bend the potential**

The electron charge density is −en, so Poisson's equation reads

(1/r) d(r dψ/dr)/dr = (e n_i/ε_s) exp[(ψ − V)/vt].

With x = r/R, u = (ψ − V)/vt and K = e n_i R²/(ε_s vt), this becomes

u″ + u′/x = K eᵘ, u′(0) = 0,

the cylindrical Liouville equation. Let p = x u′. Since (x u′)′ = x(u″ + u′/x),

x p′ = K x² eᵘ.

A conserved quantity follows. Differentiating,

x d/dx[(p + 2)² − 2K x² eᵘ]
  = 2(p + 2) x p′ − 2K x² eᵘ (2 + x u′)
  = 2(p + 2) K x² eᵘ − 2(p + 2) K x² eᵘ = 0.

On the axis both p and x²eᵘ vanish, so the constant is 4. Therefore

K x² eᵘ = [(p + 2)² − 4]/2 = p(p + 4)/2,

and the equation for p separates:

x p′ = p(p + 4)/2,
dp/[p(p + 4)] = dx/(2x).

Because 1/[p(p + 4)] = (1/4)[1/p − 1/(p + 4)], integration gives ln[p/(p + 4)] = 2 ln x + ln c, or

p = 4c x²/(1 − c x²).

Then p + 4 = 4/(1 − c x²), and inserting both in eᵘ = p(p + 4)/(2K x²) gives

eᵘ = 8c/[K(1 − c x²)²], 0 < c < 1.

The upper bound keeps the potential finite up to the surface. The constant c measures the density on the axis, eᵘ⁽⁰⁾ = 8c/K, so every solution regular on the axis is included.

Limit: for c → 0 the factor (1 − c x²)² tends to 1 and the density is uniform, as in the simple case. For c → 1 the density piles up at the surface.

**Charge as the natural variable**

Let Q be the magnitude of the electron charge per unit area of wire surface. By Gauss's law

Q = ε_s (dψ/dr at R) = (ε_s vt/R) p(1) = (4ε_s vt/R) c/(1 − c).

Define q = c/(1 − c), so that

Q = (4ε_s vt/R) q, c = q/(1 + q), 1 − c = 1/(1 + q).

At the surface c/(1 − c)² = q(1 + q), hence

ψ_s = V + vt ln[8q(1 + q)/K].

The ratio of surface density to axis density is 1/(1 − c)² = (1 + q)². One number q thus gives both the amount of charge and its distribution.

**Adding the oxide and gate**

In the oxide r dψ/dr is constant. Continuity of displacement at R fixes it as QR/ε_ox, so the oxide drop is

Vg − Vfb − ψ_s = (QR/ε_ox) ln(1 + t/R) = Q/Cox,
Cox = ε_ox/[R ln(1 + t/R)].

Divide by vt and define η = Q/(Cox vt q) = 4(ε_s/ε_ox) ln(1 + t/R). Inserting ψ_s,

(Vg − Vfb − V)/vt = ln(8/K) + ln q + ln(1 + q) + ηq.

The right side rises strictly from −∞ to +∞ as q goes from 0 to ∞. There is therefore one root for each voltage, and since the derivative never vanishes the root is a smooth function of voltage. It is not an elementary function; it is found by a one-dimensional search, best done in ln q.

For the example Vfb = 0, T = 300 K, n_i = 10¹⁰ cm⁻³, and the relative permittivities are 11.7 and 3.9. Then vt = 25.852 mV, K = 5.98 × 10⁻⁸, η = 2.188, and

V0 = vt ln(8/K) = 0.4837 V.

At Vg = 1 V the left side minus ln(8/K) is (1 − 0.4837)/0.025852 = 19.97 at the source. The root is q_s = 7.257:

ln 7.257 + ln 8.257 + 2.188 × 7.257 = 1.98 + 2.11 + 15.88 = 19.97.

The surface is then 68 times as dense as the axis. At Vg = 0.2 V, q_s = 1.7 × 10⁻⁵ and the ratio is 1.0000.

**The current for any charge**

The local relation J = −eμn dV/dz holds as before. Integrated over the section, with ∫ e n dA = 2πR Q,

I = 2πRμ Q dV/dz, so I = (2πRμ/L) ∫₀^Vds Q dV.

Here Vg is fixed while V varies. Differentiating the charge equation,

dV = −vt [1/q + 1/(1 + q) + η] dq.

The minus sign exchanges the limits. With q_s the root at V = 0 and q_d the root at V = Vds,

I = (2πRμ/L)(4ε_s vt/R) vt ∫ from q_d to q_s of [1 + q/(1 + q) + ηq] dq.

Writing q/(1 + q) = 1 − 1/(1 + q) and integrating,

I = I0 [F(q_s) − F(q_d)],
I0 = 8πμ ε_s vt²/L,
F(q) = 2q − ln(1 + q) + ηq²/2.

The current is closed in the two end charges. It is smooth in both voltages because they are. No approximation has been added to the stated assumptions.

With μ = 300 cm²/Vs, I0 = 52.20 nA. At Vg = Vds = 1 V the drain charge is 7 × 10⁻⁹ and drops out:

F(q_s) = 14.514 − 2.111 + 57.612 = 70.015,
I = 52.20 nA × 70.015 = 3.655 μA.

As a test, Poisson's equation was solved numerically through wire and oxide, and the resulting charge integrated over V. The bias pairs (Vg, Vds) were (0.2, 1), (0.5, 0.3), (0.7, 0.05), (1, 0.2) and (1, 1) V. The largest difference from the formula was 7 × 10⁻⁶ of the numerical current.

**First limit: back to volume inversion**

For small q, ln(1 + q) = q − q²/2 + …, so F = q + (1 + η)q²/2 + …. The charge equation gives q ≈ (K/8) exp[(Vg − Vfb − V)/vt]. The prefactor becomes

I0 K/8 = (πμε_s vt²/L) × e n_i R²/(ε_s vt) = (μπR²/L) e n_i vt,

which is the simple case, factors included. At Vg = 0.2 V and Vds = 1 V the current is 52.20 nA × 1.7125 × 10⁻⁵ = 8.94 × 10⁻¹³ A. The gate swing is vt ln 10 = 59.5 mV per decade.

**Second limit: the square law and its moving threshold**

For large q the last term of F dominates. Using η = Q/(Cox vt q), it can be rewritten without approximation:

I0 ηq²/2 = (2πRμ/L) Q²/(2Cox).

The charge equation, also without approximation, is

Q = Cox {Vg − Vfb − V − V0 − vt ln[q(1 + q)]}.

So a square law emerges, but its threshold is Vfb + V0 plus a logarithm that grows with the charge. At Vg = 1 V that logarithm is worth 0.025852 × 4.09 = 0.106 V, leaving an oxide drop of 0.410 V instead of 0.516 V.

In saturation, a square law with the threshold frozen at Vfb + V0 reads I0 a²/(2η), with a = (Vg − Vfb − V0)/vt. At 1 V it gives

52.20 nA × 19.97²/4.376 = 4.76 μA,

30 % above the 3.655 μA of the full model. At 0.5 V, a = 0.0163/0.025852 = 0.63. The square law gives 52.20 × 0.63²/4.376 = 4.7 nA and the exponential law 52.20 × exp(0.63) = 98 nA. The root is q_s = 0.464, and the full result is 40.9 nA. These are the numbers of the opening. For this wire the two laws never meet: for a > 0 their ratio, 2η exp(a)/a², is smallest at a = 2, where it is still about 8, and for a ≤ 0 the square law gives no current.

**Third limit: saturation**

The drain charge depends on Vg − Vds alone. Once Vds exceeds Vg − Vfb − V0 by several vt, q_d is small and the current still missing from its final value is

I0 F(q_d) ≈ I0 (K/8) exp[(Vg − Vfb − Vds)/vt].

It dies exponentially. At Vg = 1 V the current is 2.304 μA at Vds = 0.2 V, 3.426 μA at 0.4 V, 3.653 μA at 0.6 V and 3.655 μA at 1 V. The flat end is a long-channel result: L was held fixed.

The slopes are simple everywhere, not just in the limits. Since dF/dq = q[1/q + 1/(1 + q) + η], and the same bracket relates dq to the voltage,

∂I/∂Vds = I0 q_d/vt = (2πRμ/L) Q_d,
∂I/∂Vg = I0 (q_s − q_d)/vt = (2πRμ/L)(Q_s − Q_d).

At Vg = Vds = 1 V the transconductance is 52.20 nA × 7.257/25.852 mV = 14.7 μS.

**What carries the current, and where**

The diffusion part of I is −μvt d(2πRQ)/dz. Averaged over the length it is

I_diff = (2πRμvt/L)(Q_s − Q_d) = I0 (q_s − q_d).

The drift part is the remainder, I0 times the difference of q − ln(1 + q) + ηq²/2 between source and drain. For small q this function is (1 + η)q²/2, second order in the charge. Weak conduction is therefore diffusive. At Vds = 1 V the diffusion share is 1.00 at Vg = 0.2 V, 0.59 at 0.5 V and 0.10 at 1 V, with no switch between mechanisms.

The radius tells a similar story. Hold t, L, μ and the voltages fixed, and let the device be saturated. I0 does not contain R. A relative change dR/R lowers ln(8/K) by 2 dR/R, so the charge equation gives

[1/q + 1/(1 + q) + η] dq + q dη = 2 dR/R.

Multiplying by q and adding the explicit change of F through η,

dF = 2q dR/R − q² dη + (q²/2) dη = 2q dR/R − (q²/2) dη.

From the definition of η, dη = −gη dR/R with g = (t/R)/[(1 + t/R) ln(1 + t/R)] = 0.914. Hence

d ln I/d ln R = (2q_s + gηq_s²/2)/F(q_s).

For q_s → 0 this is 2, the area law. At Vg = 1 V it is (14.51 + 0.914 × 57.61)/70.02 = 0.96, close to a perimeter law. Direct variation of R gives 2.000 at 0.2 V and 0.959 at 1 V.

**Beside a real device**

The parameters are rough values in the regime of a silicon wire with silicon dioxide. The length is far from that of present logic transistors, whose gates measure tens of nanometres or less. It was chosen so that the axial part of Poisson's equation may be dropped over most of the channel. Axial disturbances decay over about 6.5 nm here (6.4 nm if the oxide is treated as a lumped capacitance), under 1 % of L. When L is only a few such lengths, the model fails. Among the on-state omissions estimated here, the largest is the quantum displacement of electrons from the surface. A single-level estimate for a flat surface puts their mean depth at 1.9 nm for the heavy silicon mass and 3.3 nm for the light one, against 1.15 nm here. At Vg = 1 V this removes roughly 10 to 30 % of the source charge, and the current falls with it.

Some further omissions were estimated separately; the estimates overlap and should not be added. Contact resistance and the fall of mobility with the transverse field were not estimated.

- Below threshold, the levels of a hard-walled circular well in a wire along [100] reduce the electron density to about 0.62 of the classical value, equivalent to a shift of 12 mV in Vg. Replacing the anisotropic valley masses by their geometric mean gives 0.65 and 11 mV instead.
- At Vg = 1 V the classical surface density, 8 × 10¹⁹ cm⁻³, exceeds the band's effective density of states, 2.7 × 10¹⁹ cm⁻³. With the surface density held at that value, Fermi statistics would cost about 6 % of the source charge. This is an overestimate: the layer also spreads inward, which lowers the surface density and leaves a loss of 2 to 3 %.
- With a rough saturation velocity of 10⁷ cm/s and the velocity law v = μE/(1 + μE/v_sat), where E is the axial field at the wire surface, the 0.41 V drop of the surface potential divides the current by about 1.12. Taking E as the charge-weighted field gives 1.14, and taking it as the slope of the quasi-Fermi potential gives 1.16.
- The oxide field at the wire is 2.3 MV/cm, below a rough breakdown value of 10 MV/cm. A rough estimate of gate tunnelling at Vg = 1 V gives 3 × 10⁻¹² A. This assumes an electron mass of 0.4 m0 in the oxide; 0.3 or 0.5 m0 changes it by a factor of ten to twenty, up or down, but it stays negligible beside the on current.
- At Vg = 0.2 V and Vds = 1 V, an abrupt drain end would carry about 2 MV/cm, enough in silicon for tunnelling between the bands to matter. The computed off current is thus the barrier-limited part, not a prediction of total leakage.
- At 400 K, with the mobility, Vfb and a gap of 1.12 eV held fixed, that off current rises from 8.9 × 10⁻¹³ A to 6.0 × 10⁻¹¹ A, a factor of about 67. The gap of silicon narrows on heating, which alone would raise the factor to about 100.

The transfer and output tables of the model stand in the numerical output.

Computed results

```
Inputs (rough): R = 10 nm, t_ox = 2 nm, L = 1000 nm
mobility = 300 cm2/Vs, T = 300 K, n_i = 1.0e+10 cm^-3
relative permittivity: wire 11.7, oxide 3.9
vt = 25.852 mV, K = 5.982e-08, eta = 2.1879
V0 = vt ln(8/K) = 0.4837 V
Cox = 1.894 uF/cm2, charge unit = 0.1071 uC/cm2
current prefactor = 52.202 nA
Transfer at Vds = 1 V: Vg(V), q_s, I(A), n_surf/n_axis, diffusion share
  0.2  1.7125e-05  8.9396e-13  1.0000  1.0000
  0.4  3.5089e-02  1.9334e-09  1.0714  0.9474
  0.5  4.6422e-01  4.0867e-08  2.1439  0.5930
  0.6  1.4676e+00  2.2906e-07  6.0890  0.3345
  0.8  4.1852e+00  1.3513e-06  26.8867  0.1617
  1.0  7.2571e+00  3.6549e-06  68.1789  0.1037
Output at Vg = 1 V: Vds(V), q_d, I(uA)
  0.05  6.4711e+00  0.6929
  0.20  4.1852e+00  2.3036
  0.40  1.4676e+00  3.4258
  0.60  3.5089e-02  3.6529
  1.00  7.4781e-09  3.6549
subthreshold swing at Vg = 0.2 V: 59.53 mV/decade
d ln I/d ln R at Vg = 0.2 V: 2.000; at 1 V: 0.959
largest relative gap, formula vs Poisson + quadrature: 6.9e-06
drift part, relative gap to definition: 4.0e-07
Neglected effects, estimates:
valley masses (rough): 0.19 and 0.92 m0
confinement: subthreshold density factor 0.647, shift 11.2 mV
on-state charge at source: 0.7774 uC/cm2
mean depth: classical 1.15 nm, quantum heavy 1.93 nm, light 3.27 nm
on-state charge loss by depth: heavy 12.6 %, light 28.0 %
surface density 8.01e+19 cm^-3, band density of states 2.74e+19 cm^-3
degeneracy: potential shift 25.7 mV, charge loss 5.6 %
velocity ratio mu*(Q_s/Cox)/(v_sat*L) = 0.123 (v_sat 1e+07 cm/s rough)
axial decay length = 6.43 nm, ratio to L = 0.0064
abrupt drain-end field at Vg = 0.2 V, Vds = 1 V: 2.12 MV/cm
on-state oxide drop 0.410 V, oxide field at wire 2.25 MV/cm
tunnel inputs (rough): barrier 3.1 eV, mass 0.4 m0, attempt 0.1 eV/h
on-state gate tunnel current about 3e-12 A
I at Vg = 0.2 V, Vds = 1 V, 400 K, same mobility: 5.96e-11 A
```
